\section*{Why switched source-referenced MOS models fail the Gummel symmetry test}

\section*{Question}

A MOS transistor with identical ends has no preferred source. A current formula may nevertheless measure the threshold voltage from the source, and exchange the two terminals when the drain voltage falls below the source voltage. The resulting current is odd under exchange by construction. Why can it still fail the Gummel symmetry test, and which derivatives reveal the failure?

\section*{What the symmetric device requires}

Consider an n-channel device with a grounded body and fixed gate voltage $V_g$. All voltages are relative to the body, and current is positive when it enters the drain. Volts and microamperes are the natural units here. In the Gummel test the ends move in opposite directions about a common bias $V_0$:
\begin{equation}
V_d=V_0+x,\qquad V_s=V_0-x,\qquad V_{ds}\equiv u=2x .
\end{equation}
Reversing $x$ exchanges the ends, so the current must be odd in $x$. Within the smooth channel model used below, it must also have continuous derivatives at $x=0$.

That model assumes strong inversion, no saturation, constant mobility and a slowly varying field along the channel. Where the channel voltage is $V$, the surface potential is taken as $\phi+V$. Subtracting the flat-band voltage $V_{FB}$, the surface potential and the depletion-charge term from $V_g$ gives the mobile charge divided by oxide capacitance:
\begin{equation}
q(V)=V_g-V-T(V),\qquad T(V)=V_{FB}+\phi+\gamma\sqrt{\phi+V}.
\end{equation}
Here $\gamma$ is the body-effect coefficient. At the source, $q(V_s)=V_{gs}-T(V_s)$, so $T(V_s)$ is the source-referenced threshold.

The drift current at position $y$ is $I=\mu WC_{ox}\,q(V)\,dV/dy$, where $\mu$ is the mobility, $W$ the width and $C_{ox}$ the oxide capacitance per area. In steady state $I$ is independent of $y$. Integrating over the length $L$ and setting $\beta=\mu WC_{ox}/L$ gives
\begin{equation}
I_{\rm ref}=\beta\int_{V_s}^{V_d}q(V)\,dV .
\label{ref}
\end{equation}
Exchanging the limits changes the sign. Since $q$ is smooth for $\phi+V>0$, the current is both odd and smooth. It could be rewritten in terms of $V_{gs}$, $V_{ds}$ and $V_{sb}$ without losing this property. The choice of voltage coordinates is therefore not itself the fault.

\section*{What switching the reference does}

Let $f(V_d,V_s)$ be a smooth approximation intended for $V_d\ge V_s$. The switched model is
\begin{equation}
I=\begin{cases}
f(V_d,V_s),&V_d\ge V_s,\\
-f(V_s,V_d),&V_d<V_s .
\end{cases}
\end{equation}
Each branch can be continued smoothly through zero drain bias. The right branch minus the left branch is
\begin{equation}
S(V_d,V_s)=f(V_d,V_s)+f(V_s,V_d).
\end{equation}
Along a smooth bias path on which $V_{ds}$ passes from negative to positive at $t=0$, the jump in the $n$th current derivative is therefore
\begin{equation}
\Delta_n=\left.\frac{d^nS}{dt^n}\right|_{t=0}.
\end{equation}

The current itself does not jump, because $f(V,V)=0$. Differentiating this identity with respect to $V$ gives $f_1+f_2=0$ at equal voltages, where subscripts denote derivatives with respect to the first and second arguments. Thus
\begin{equation}
\Delta_1=(f_1+f_2)(V_d'+V_s')=0 .
\end{equation}
The conductance is continuous, and a defect can first appear in the second derivative.

On the Gummel path, write $F(x)=f(V_0+x,V_0-x)$. Then $S=F(x)+F(-x)$ is even, so its odd derivatives vanish at zero. Only even current derivatives can jump in this test. The unswitched formula would be smooth but would contain an even part; switching removes that violation of oddness and leaves twice the even derivatives as jumps.

\section*{The source-referenced square law}

Take
\begin{equation}
f=\beta\left[q(V_s)u-\frac{u^2}{2}\right].
\end{equation}
Under exchange $u$ becomes $-u$, while $u^2$ is unchanged. Hence
\begin{align}
S&=\beta\left\{[q(V_s)-q(V_d)]u-u^2\right\}\nonumber\\
&=\beta\left\{[u+T(V_d)-T(V_s)]u-u^2\right\}\nonumber\\
&=\beta u\,[T(V_d)-T(V_s)] .
\label{defect}
\end{align}
The defect $S$ is $\beta u$ times the threshold difference between the two ends. If the threshold is constant, $S=0$ and this source-referenced square law passes.

The physical error is visible in the charge slope. Since $q'=-(1+T')$, the integral \eqref{ref} begins as
\begin{equation}
I_{\rm ref}=\beta\left[q(V_s)u-\frac{1+T'(V_s)}{2}u^2+\cdots\right].
\end{equation}
The square law omits the growth of depletion charge towards the drain. Its leading error is $+\beta T'u^2/2$ on the forward branch, but $-\beta T'u^2/2$ after the terminals are exchanged. Their difference is the leading term of $S$.

Let $T_1,T_2,T_3$ be the first three derivatives of $T$ at $V_0$. On the Gummel path,
\begin{equation}
T(V_0+x)-T(V_0-x)=2T_1x+\frac{T_3x^3}{3}+O(x^5).
\end{equation}
Multiplication by $\beta u=2\beta x$ yields
\begin{equation}
S=4\beta T_1x^2+\frac{2}{3}\beta T_3x^4+O(x^6),
\end{equation}
and therefore
\begin{equation}
\Delta_2=8\beta T_1,\qquad \Delta_4=16\beta T_3 .
\end{equation}

The restriction to even orders needs a path on which reversing the sweep variable exchanges the two ends, as it does on the Gummel path; a general path lacks it. If $V_s=V_0$ stays fixed and $V_d=V_0+v$, then
\begin{equation}
S=\beta v\left(T_1v+\frac{T_2v^2}{2}+\cdots\right),
\end{equation}
so the second and third derivatives jump by $2\beta T_1$ and $3\beta T_2$.

\section*{Is linearization or the chosen end responsible?}

A natural repair uses the tangent to $q$ at the source:
\begin{equation}
f_t=\beta\left[q(V_s)u-\frac{1+T'(V_s)}{2}u^2\right].
\end{equation}
Compared with the square law, this subtracts $\beta T'(V_s)u^2/2$ before exchange and $\beta T'(V_d)u^2/2$ after it. Thus
\begin{equation}
S_t=\beta u\left\{T(V_d)-T(V_s)-\frac{u}{2}\,[T'(V_s)+T'(V_d)]\right\}.
\end{equation}
On the Gummel path the two parts in braces are
\begin{align}
T(V_d)-T(V_s)&=2T_1x+\frac{T_3x^3}{3}+\cdots,\\
\frac{u}{2}[T'(V_s)+T'(V_d)]&=x(2T_1+T_3x^2+\cdots).
\end{align}
The terms in $T_1$ cancel, leaving $S_t=-\frac43\beta T_3x^4+\cdots$. The second derivative is now continuous, but the fourth jumps by $-32\beta T_3$.

Now make the same linear approximation about the midpoint $m=(V_s+V_d)/2$. The linear term integrates to zero because the interval is centred on $m$:
\begin{equation}
I_m=\beta\int_{V_s}^{V_d}[q(m)+q'(m)(V-m)]\,dV=\beta q(m)u .
\end{equation}
Exchange leaves $m$ unchanged and reverses $u$, so $S=0$. Linearization alone does not cause the failure. For the square-root threshold used here, the tangent model fails because its line is anchored at one end and that end then changes. If $T$ were quadratic in $V$, the mean of the two end slopes would give the threshold difference exactly, and even the tangent model would pass.

Passing does not establish accuracy. To compare the odd cubic terms, use
\begin{equation}
q(V_0-x)=q_0+(1+T_1)x-\frac{T_2x^2}{2}+\frac{T_3x^3}{6}+\cdots,
\end{equation}
with $q_0=q(V_0)$. For $x>0$, the square law is $2\beta x[q(V_0-x)-x]$. The tangent model subtracts a further $2\beta x^2T'(V_0-x)$, where $T'(V_0-x)=T_1-T_2x+T_3x^2/2+\cdots$. This gives
\begin{align}
F_{\rm sq}&=2\beta q_0x+2\beta T_1x^2-\beta T_2x^3+\frac{\beta T_3x^4}{3}+\cdots,\label{sq}\\
F_t&=2\beta q_0x+\beta T_2x^3-\frac{2\beta T_3x^4}{3}+\cdots,\label{tan}\\
F_{\rm ref}&=2\beta q_0x-\frac{\beta T_2x^3}{3}+\cdots .\label{refx}
\end{align}
The last line follows by integrating $q_0+q'w-T_2w^2/2$ from $w=-x$ to $x$. The third derivatives are $-6\beta T_2$, $6\beta T_2$ and $-2\beta T_2$, respectively. The tangent model has a continuous third derivative of the wrong sign and three times the reference magnitude. The midpoint model gives zero, since $m=V_0$ throughout this sweep.

\section*{A numerical case}

Choose $\beta=200\,\mu\mathrm{A/V^2}$, $\gamma=0.5\,\mathrm{V^{1/2}}$, $\phi=0.8$ V, $V_{FB}=-0.8$ V, $V_g=1.5$ V and $V_0=0.2$ V. These are model parameters. Since $\phi+V_0=1$ V,
\begin{align}
T(V_0)&=-0.8+0.8+0.5=0.5\ \mathrm{V},\\
q_0&=1.5-0.2-0.5=0.8\ \mathrm{V},\\
T_1&=\frac{\gamma}{2(\phi+V_0)^{1/2}}=0.25,\\
T_2&=-\frac{\gamma}{4(\phi+V_0)^{3/2}}=-0.125\ \mathrm{V^{-1}},\\
T_3&=\frac{3\gamma}{8(\phi+V_0)^{5/2}}=0.1875\ \mathrm{V^{-2}} .
\end{align}
The square law gives
\begin{equation}
\Delta_2=8(200)(0.25)=400\ \mu\mathrm{A/V^2},
\end{equation}
from $-200$ on the left to $+200\,\mu\mathrm{A/V^2}$ on the right. Its fourth-derivative jump is $16(200)(0.1875)=600\,\mu\mathrm{A/V^4}$. The tangent repair removes the former but changes the latter to $-1200\,\mu\mathrm{A/V^4}$. One-sided numerical differences of the switched currents confirm these values, as the numerical output shows.

At $V_d=0.4$ V and $V_s=0$, the reference current is $64.07\,\mu$A. The square law gives $68.22\,\mu$A, about 6.5\% higher; the tangent model gives $63.75\,\mu$A, about 0.5\% lower. A separate solution of current continuity on 40 channel segments agrees with the integral to better than one part in a million and reverses sign when the ends are exchanged.

\section*{What the jump does to a small signal}

Let $x=A\sin\theta$, slowly enough that the static current applies. Oddness turns the quadratic term of \eqref{sq} into $2\beta T_1x|x|$. Its third-harmonic sine coefficient requires
\begin{align}
\frac{2}{\pi}\int_0^\pi\sin^2\theta\sin3\theta\,d\theta
&=\frac{2}{\pi}\int_0^\pi\left[\frac{\sin3\theta}{2}-\frac{\sin5\theta+\sin\theta}{4}\right]d\theta\nonumber\\
&=\frac{2}{\pi}\left(\frac13-\frac35\right)=-\frac{8}{15\pi}.
\end{align}
The corresponding coefficient of $\sin^3\theta$ is $-1/4$. Hence
\begin{align}
b_{3,\rm sq}&=-\frac{16\beta T_1A^2}{15\pi}+\frac{\beta T_2A^3}{4}+O(A^4),\\
b_{3,\rm ref}&=\frac{\beta T_2A^3}{12}+O(A^5).
\end{align}
For $A=0.02$ V, the two square-law terms are $-0.00679$ and $-0.00005\,\mu$A, giving $-0.00684\,\mu$A. The reference value is $-1.67\times10^{-5}\,\mu$A, smaller in magnitude by a factor of about 410. This factor belongs to the constant-mobility reference with fixed $\phi$; the lasting difference is the growth law, $A^2$ against $A^3$. Doubling $A$ gives growth exponents of 2.01 and 3.00. The small excess over 2 comes from the square law's cubic term.

The tangent model's harmonic is $-3.07$ times the reference at $A=0.02$ V. Equations \eqref{tan} and \eqref{refx} give $-3$ at leading order; the next contribution, from the switched quartic term, is smaller by one power of $A$.

\section*{Another cause, and the limits of the test}

Threshold variation is not the sole source of a jump. Suppose velocity saturation is represented by dividing $I_{\rm ref}$ by $1+|V_{ds}|/V_c$. Near zero,
\begin{equation}
I=2\beta q_0x\left(1-\frac{2|x|}{V_c}+\cdots\right),
\end{equation}
so the second derivative changes from $+8\beta q_0/V_c$ to $-8\beta q_0/V_c$. With $V_c=2$ V, the jump is $-16(200)(0.8)/2=-1280\,\mu\mathrm{A/V^2}$. Dividing instead by $\sqrt{1+(V_{ds}/V_c)^2}$ causes no jump, because this factor is even and smooth. It does add $-4\beta q_0x^3/V_c^2$ to the current, and hence $+\beta q_0A^3/V_c^2$ to the third harmonic. For $V_c=2$ V and $A=0.02$ V this moves the reference value from $-1.67\times10^{-5}$ to $+3.0\times10^{-4}\,\mu$A, so the square law then exceeds it in magnitude by a factor near 20 rather than 410.

The reference integral holds $\phi$ fixed along the channel and omits diffusion, weak inversion and short-channel effects, so its agreement with symmetry does not make it a complete transistor model. Its third derivative serves here to compare formulas built on the same charge $q(V)$, not to predict that of a real device. Conversely, if the physical ends differ, the current need not be odd, and a lack of oddness no longer identifies a modelling error. A derivative jump at zero drain bias still does so if the channel physics is smooth there.

\section*{Computed values}
\begin{verbatim}
beta: 200 uA/V^2
gamma: 0.5 V^0.5
phi: 0.8 V
flat-band voltage: -0.8 V
gate voltage: 1.5 V
common bias V0: 0.2 V
saturation voltage scale Vc: 2 V
threshold T(V0): 0.5 V
charge q(V0): 0.8 V
T1: 0.25 (dimensionless)
T2: -0.125 1/V
T3: 0.1875 1/V^2
Currents at Vd=0.4 V, Vs=0 V
discretized channel: 64.06713 uA
discretized channel, ends exchanged: -64.06713 uA
integral: 64.067174 uA
square law: 68.222912 uA
tangent: 63.750776 uA
midpoint: 64 uA
Gummel path, derivatives in x at x=0
square law I'' left: -200 uA/V^2
square law I'' right: 200 uA/V^2
square law I'' jump: 400 uA/V^2
square law I'''' jump: 600 uA/V^4
tangent I'''' jump: -1200 uA/V^4
square law I''': 150 uA/V^3
tangent I''': -150 uA/V^3
integral I''': 50 uA/V^3
absolute-value saturation I'' jump: -1280 uA/V^2
Drain-only sweep, derivatives in Vd at Vd=Vs
square law second-derivative jump: 100 uA/V^2
square law third-derivative jump: -75 uA/V^3
tangent fourth-derivative jump: -75 uA/V^4
Third-harmonic sine coefficients
square law, A=0.02 V: -0.0068412 uA
tangent, A=0.02 V: 5.1188e-05 uA
integral, A=0.02 V: -1.66682e-05 uA
square law, A=0.04 V: -0.027572 uA
tangent, A=0.04 V: 0.000419406 uA
integral, A=0.04 V: -0.000133383 uA
square law / integral, smaller A: 410.4 (ratio)
tangent / integral, smaller A: -3.071 (ratio)
square law growth exponent: 2.011 (dimensionless)
integral growth exponent: 3 (dimensionless)
\end{verbatim}
